# Gautschi and Deuflhard integrators: exact harmonic motion and filtered resonances, part 1

(Sections cited here and not found follow in the second part.)

## 1. One oscillator under a constant force

Take a coordinate \(x\) with a stiff harmonic restoring force and a constant additional force,
\[
\ddot x=-\omega^2x+f .
\]
The motion is classical, and the mass is absorbed into \(x\), so neither \(\hbar\) nor a charge appears. The equilibrium position is \(x_*=f/\omega^2\), and every solution has the form
\[
x(t)=x_*+A\cos(\omega t+\beta).
\]
Let \(h\) be a time step and \(\xi=h\omega\) the phase through which the oscillator turns in one step. From \(\cos(a+\xi)+\cos(a-\xi)=2\cos\xi\cos a\) we get
\[
x(t+h)+x(t-h)=2x_*+2\cos\xi\,[x(t)-x_*].
\]
Collecting the terms in \(x_*\) on the right gives
\[
x(t+h)-2\cos\xi\,x(t)+x(t-h)=2(1-\cos\xi)\frac{f}{\omega^2}.
\]
Since \(1-\cos\xi=2\sin^2(\xi/2)\) and \(\omega=\xi/h\), the right side is
\[
\frac{4\sin^2(\xi/2)}{\xi^2}\,h^2f=h^2\,\mathrm{sinc}^2(\xi/2)\,f,\qquad \mathrm{sinc}\,z=\frac{\sin z}{z},\quad \mathrm{sinc}\,0=1 .
\]
This recursion holds for every \(h\), however long compared with the vibration period.

The Verlet recursion treats both forces alike,
\[
x_{n+1}-2x_n+x_{n-1}=h^2(-\omega^2x_n+f).
\]
Without \(f\) it reads \(x_{n+1}-(2-\xi^2)x_n+x_{n-1}=0\). The trial solution \(x_n=r^n\) gives \(r+1/r=2-\xi^2\). The solutions stay bounded only if the right side lies between \(-2\) and \(2\), which requires \(\xi\le2\). A vibration of period \(10\) fs has \(\omega=0.628\) rad/fs, so Verlet steps must stay below \(2/\omega=3.18\) fs, even if the vibration itself is of no interest.

The trigonometric recursion removes this limit for a constant force. A force that depends on \(x\) is sampled once per step, and the sampling can fall into step with the vibration. That is the origin of the instability windows studied in the second half. With a weight other than the one found above, even a constant force can resonate, as Section 7 shows.

## 2. The general problem

Let \(x\) now be a vector of mass-weighted coordinates obeying
\[
\ddot x=-\Omega^2x+g(x),\qquad g(x)=-\nabla U(x).
\]
The matrix \(\Omega\) is constant, symmetric and non-negative. The potential \(U\) is smooth and soft compared with the stiffest part of \(\Omega^2\). The conserved energy is
\[
H=\tfrac12v\cdot v+\tfrac12x\cdot\Omega^2x+U(x),\qquad v=\dot x .
\]
We use the coordinates in which \(\Omega\) is diagonal, with entries \(\omega_i\). A function such as \(\cos(h\Omega)\) is then the diagonal matrix with entries \(\cos(h\omega_i)\). Slow coordinates may have \(\omega_i=0\).

An exact integral form follows from one derivative. For a single mode, write \(g(t+s)\) for its component of \(g(x(t+s))\). Differentiate with respect to \(s\):
\[
\begin{aligned}
\frac{d}{ds}&\left[\frac{\sin\omega(h-s)}{\omega}\,\dot x(t+s)+\cos\omega(h-s)\,x(t+s)\right]\\
&=-\cos\omega(h-s)\,\dot x+\frac{\sin\omega(h-s)}{\omega}\,\ddot x\\
&\quad+\omega\sin\omega(h-s)\,x+\cos\omega(h-s)\,\dot x .
\end{aligned}
\]
The two terms in \(\dot x\) cancel. The others combine to \(\omega^{-1}\sin\omega(h-s)\,(\ddot x+\omega^2x)\), and the bracket equals \(g\). Integrating from \(s=0\) to \(s=h\) gives
\[
x(t+h)=\cos\xi\,x(t)+\frac{\sin\xi}{\omega}v(t)+\int_0^h\frac{\sin\omega(h-s)}{\omega}\,g(t+s)\,ds .
\]
For \(\omega=0\) the quotient \(\sin(\omega r)/\omega\) means its limit \(r\).

The function \(s\mapsto x(t-s)\) obeys the same differential equation, with initial velocity \(-v(t)\). The formula therefore also gives \(x(t-h)\), with the opposite sign in the velocity term. Adding the two removes the velocity:
\[
\begin{aligned}
x(t+h)&-2\cos\xi\,x(t)+x(t-h)\\
&=\int_0^h\frac{\sin\omega(h-s)}{\omega}\,[g(t+s)+g(t-s)]\,ds .
\end{aligned}
\tag{1}
\]
Equation (1) is still exact. An integrator is a rule for approximating its right side.

## 3. Two ways to approximate the integral

**Gautschi's method** freezes the soft force at its midpoint value, \(g(t\pm s)\approx g(t)\), and does the integral exactly. With \(r=h-s\),
\[
2g(t)\int_0^h\frac{\sin\omega r}{\omega}\,dr=\frac{2(1-\cos\xi)}{\omega^2}\,g(t)=h^2\,\mathrm{sinc}^2(\xi/2)\,g(t).
\]
This is the coefficient found in Section 1, so the position recursion is exact for constant \(g\), given exact starting positions.

**Deuflhard's method** applies the trapezoidal rule to the whole integrand. At \(s=h\) the sine vanishes. At \(s=0\) the integrand is \(2g(t)\sin\xi/\omega\). The rule gives
\[
\frac h2\left[\frac{2\sin\xi}{\omega}\,g(t)+0\right]=h^2\,\mathrm{sinc}\,\xi\;g(t).
\]
Both methods reproduce purely harmonic motion, because the right side then vanishes in the approximation as it does in (1). They differ in how strongly the soft force acts on a fast mode.

It is useful to embed both in a family,
\[
x_{n+1}-2\cos(h\Omega)x_n+x_{n-1}=h^2\,\psi(h\Omega)\,g\bigl(\phi(h\Omega)x_n\bigr),
\tag{2}
\]
where \(\psi\) and \(\phi\) are smooth even functions with \(\psi(0)=\phi(0)=1\). The outer filter \(\psi\) weights the force after it has been evaluated. The inner filter \(\phi\) changes the position at which it is evaluated. Four choices will be compared:

- Gautschi: \(\psi=\mathrm{sinc}^2(\xi/2)\), \(\phi=1\).
- Deuflhard: \(\psi=\mathrm{sinc}\,\xi\), \(\phi=1\).
- Mollified impulse: \(\psi=\mathrm{sinc}^2\xi\), \(\phi=\mathrm{sinc}\,\xi\).
- Outer sinc-squared: \(\psi=\mathrm{sinc}^2\xi\), \(\phi=1\).

The inner filter \(\mathrm{sinc}\,\xi\) has a direct meaning. The average of \(\cos\omega s\) over \(-h\le s\le h\) is \(\sin(h\omega)/(h\omega)\). The force is thus evaluated at a position from which the fast vibration has been partly averaged out.

## 4. The one-step form and the velocities

A molecular dynamics program also needs velocities. Define \(\psi_1\) by
\[
\psi(\xi)=\psi_1(\xi)\,\mathrm{sinc}\,\xi .
\]
One step then consists of a half kick, an exact harmonic rotation and a second half kick. With \(g_n=g(\phi x_n)\),
\[
\begin{aligned}
u&=v_n+\tfrac h2\psi_1g_n,\\
x_{n+1}&=\cos(h\Omega)x_n+h\,\mathrm{sinc}(h\Omega)\,u,\\
v_{n+1}&=-\Omega\sin(h\Omega)x_n+\cos(h\Omega)u+\tfrac h2\psi_1g_{n+1}.
\end{aligned}
\tag{3}
\]
To recover (2), insert \(u\) into the second line:
\[
x_{n+1}=\cos(h\Omega)x_n+h\,\mathrm{sinc}(h\Omega)v_n+\tfrac{h^2}{2}\psi g_n .
\]
The inverse of (3) undoes the last kick, the rotation and the first kick. This is again (3), with \(h\) replaced by \(-h\), because \(\psi_1\) and \(\phi\) are even. The method is therefore time-reversible, and
\[
x_{n-1}=\cos(h\Omega)x_n-h\,\mathrm{sinc}(h\Omega)v_n+\tfrac{h^2}{2}\psi g_n .
\]
The sum of the last two equations is (2). Their difference is
\[
x_{n+1}-x_{n-1}=2h\,\mathrm{sinc}(h\Omega)\,v_n .
\tag{4}
\]
For Deuflhard's method \(\psi_1=1\): the kicks are the ordinary ones, and the scheme is the impulse method with an exactly solved harmonic part. For Gautschi's method
\[
\psi_1=\frac{4\sin^2(\xi/2)}{\xi^2}\,\frac{\xi}{2\sin(\xi/2)\cos(\xi/2)}=\frac{\tan(\xi/2)}{\xi/2}.
\]
This diverges at odd multiples of \(\pi\), where (4) cannot determine the velocity either. The position recursion (2) is regular there. The fault lies in this choice of velocity variable.

## 5. Accuracy for small steps

Fix \(\Omega\) and the total time \(T\), and let \(h\) become small. Because \(g(t+s)+g(t-s)=2g(t)+O(s^2)\) and the kernel in (1) is at most \(h-s\) in magnitude, freezing the force costs
\[
O\!\left(\int_0^h(h-s)s^2ds\right)=O(h^4).
\]
The even filters differ from \(\mathrm{sinc}^2(\xi/2)\) and from 1 by \(O(h^2)\). Multiplied by \(h^2\), these differences are also \(O(h^4)\). Hence the exact solution satisfies (2) up to a defect of order \(h^4\).

The defects accumulate as follows. The response of the harmonic recursion to a unit disturbance, \(n\) steps later, is \(\sin(n\xi)/\sin\xi\), whose magnitude is at most \(n\). The first step of (3), started from exact data, has a position error \(O(h^3)\), because a linear change of \(g\) during that step is ignored. Let \(L\) bound the change of the filtered force per unit change of \(x\). The error \(e_n\) then obeys, with a constant \(C\),
\[
|e_n|\le nCh^3+\sum_{j<n}(n-j)\left[Ch^4+h^2L|e_j|\right].
\]
With \(nh\le T\), the terms without \(e_j\) are at most \((CT+CT^2)h^2\), and the remaining sum is at most \(hTL\sum_{j<n}|e_j|\). The discrete Grönwall inequality gives \(|e_n|=O(h^2)\). At fixed \(\omega\), all members of the family are of second order in position. The derivation does not bound the constants uniformly in \(\omega\). The estimate says nothing about steps with \(\xi\) near \(\pi\), which are the ones of interest here.

## 6. When a filtered method is symplectic

Assume that at least one mode has \(\omega=0\), where both filters equal 1. A half kick leaves \(x\) unchanged and has the Jacobian
\[
K=\begin{pmatrix}1&0\\S&1\end{pmatrix},\qquad S=-\tfrac h2\,\psi_1U''\phi .
\]
With \(J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\), multiplication gives
\[
K^{T}JK=J+\begin{pmatrix}S-S^T&0\\0&0\end{pmatrix}.
\]
The kick is symplectic if \(S\) is symmetric. The rotation is the exact flow of a harmonic Hamiltonian and is symplectic.

Could the defects of the two kicks cancel? Let \(A=S-S^T\) for the second kick. Carried back through the rotation, it contributes
\[
h^2\,\mathrm{sinc}(h\Omega)\,A\,\mathrm{sinc}(h\Omega)
\]
to the velocity-velocity block of the total defect. The first kick contributes nothing to that block, nor does it alter what is already there. If no \(\mathrm{sinc}(h\omega_i)\) vanishes, the step is symplectic only if \(A=0\).

For this to hold for every \(U\), each pair of modes must satisfy \(\psi_1(\xi_i)\phi(\xi_j)=\psi_1(\xi_j)\phi(\xi_i)\). Taking \(j\) to be the mode of zero frequency gives \(\psi_1(\xi_i)=\phi(\xi_i)\). Conversely, \(\psi_1=\phi\) makes \(S\) symmetric. The condition is therefore
\[
\psi=\phi\,\mathrm{sinc}\,\xi .
\tag{5}
\]
Deuflhard's method and the mollified impulse method satisfy it. Gautschi's method and the outer sinc-squared method, in the variables of (3), do not, apart from isolated values of \(\xi\) for Gautschi's method at which \(\tan(\xi/2)=\xi/2\).

## 7. The first resonance: a constant force

Apply a constant force \(f\) to one fast mode. The recursion oscillates about a fixed point \(\bar x\), found by setting all three positions in (2) equal:
\[
2(1-\cos\xi)\,\bar x=h^2\psi f .
\]
Dividing by the true displacement \(f/\omega^2\) gives
\[
\frac{\bar x}{f/\omega^2}=\frac{\xi^2\psi}{4\sin^2(\xi/2)}=\frac{\psi(\xi)}{\mathrm{sinc}^2(\xi/2)} .
\tag{6}
\]
Gautschi's ratio is 1. Deuflhard's is
\[
\frac{\sin\xi}{\xi}\,\frac{\xi^2}{4\sin^2(\xi/2)}=\frac\xi2\cot\frac\xi2 ,
\]
which diverges at \(\xi=2\pi,4\pi,\dots\). Near these values the oscillator returns almost to the same phase at each kick, and successive kicks add up. For \(\omega=2\pi/(10\ \text{fs})\) and \(h=9.8\) fs, \(\xi=1.96\pi\), and the ratio is \(-48.9\): the mean displacement is 49 times too large and has the wrong sign.

The filter \(\psi=\mathrm{sinc}^2\xi\) gives \(\cos^2(\xi/2)\), which is \(0.996\) at this step. Its double zero at \(2\pi\) compensates the double zero of the denominator. At odd multiples of \(\pi\), however, this ratio vanishes, and the static displacement of the fast mode is lost. A filter that suppresses a resonance can also suppress a real response.

# Second half: resonances and their control

## 8. Symbols and results carried over

The integrators are
\[
x_{n+1}-2\cos(h\Omega)x_n+x_{n-1}=h^2\psi(h\Omega)\,g(\phi(h\Omega)x_n),\qquad g=-\nabla U .
\]
Here \(h\) is the time step, \(\xi=h\omega\) the phase advance of a mode, \(\psi\) the outer and \(\phi\) the inner filter. Gautschi's method has \(\psi=\mathrm{sinc}^2(\xi/2)\), \(\phi=1\). Deuflhard's has \(\psi=\mathrm{sinc}\,\xi\), \(\phi=1\). The mollified impulse method has \(\psi=\mathrm{sinc}^2\xi\), \(\phi=\mathrm{sinc}\,\xi\), and the outer sinc-squared method has \(\psi=\mathrm{sinc}^2\xi\), \(\phi=1\). The one-step form is symplectic for every \(U\) when \(\psi=\phi\,\mathrm{sinc}\,\xi\). We now let the soft force depend linearly on position, which describes small displacements from a minimum of \(U\).

## 9. One mode

For \(g=-\kappa x\) the recursion becomes
\[
x_{n+1}-2Cx_n+x_{n-1}=0,\qquad C=\cos\xi-\tfrac12h^2\kappa P,\qquad P=\psi\phi .
\tag{7}
\]
The two filters enter through their product. With \(x_n=r^n\) we have \(r+1/r=2C\). If \(|C|<1\), then \(r=e^{\pm i\theta}\) and the motion is bounded. If \(|C|>1\), one solution grows as \(e^{\mu n}\) with \(\cosh\mu=|C|\). We call \(\mu\) the growth exponent per step, and a window is a range of \(\xi\) or \(h\) with \(\mu>0\). At \(|C|=1\) linear growth is possible, but not exponential growth.

This part has constructed a family of filtered trigonometric integrators, found when their one-step form is symplectic, and reduced the stability of one mode under a linear soft force to the size of \(C\) in (7). It remains to locate the instability windows of the different methods, to see how coupling to a slow mode changes them, and to test what the filters can control in a worked example.
